# Threshold Skewness from Random Dopants with Fixed and Moving Depletion Edges: a numerical check

```python
# Result under test: threshold-voltage skewness = 3*sqrt(3)/(4*sqrt(N)) for
# Poisson acceptors (mean number N) in a depleted layer of FIXED depth.
# If the depletion edge moves self-consistently, the leading skewness is
# sqrt(3)/(2*sqrt(N)) instead.  Threshold: area-mean surface potential = psi.
# Units inside the program: nm, V, elementary charges; doping in nm^-3.
# charge_len = e/eps_silicon (V nm); eps_ratio = eps_oxide/eps_silicon.
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.sparse.linalg import splu
from scipy.linalg import solve_banded
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import poisson, norm

rng = np.random.default_rng(12345)
eps_si, eps_ox = 11.7, 3.9
length, width, depth, t_ox = 60.0, 30.0, 15.0, 1.2
doping, plane_doping, psi, temp = 2e-3, 5e-2, 1.0, 300.0
area = length * width
charge_len = const.e / (eps_si * const.epsilon_0) * 1e9
eps_ratio = eps_ox / eps_si
v_th = const.k * temp / const.e
mean_n = doping * area * depth
v_step = charge_len * t_ox / (eps_ratio * area)
sigma = v_step * np.sqrt(mean_n / 3)
skew_fixed = 3 * np.sqrt(3) / (4 * np.sqrt(mean_n))
skew_moving = np.sqrt(3) / (2 * np.sqrt(mean_n))


def skewness(sample):
    d = sample - sample.mean()
    return np.mean(d**3) / np.mean(d**2)**1.5


# --- Kernel: point charge in a 3D finite-volume box with insulating sides ---
def point_charge_error():
    h, nx, nz = 1.5, 8, 10
    lap = sparse.diags([-np.ones(nx-1), 2*np.ones(nx), -np.ones(nx-1)],
                       [-1, 0, 1]).tolil()
    lap[0, 0] = lap[-1, -1] = 1
    eye = sparse.eye(nx)
    lateral = sparse.kron(lap, eye) + sparse.kron(eye, lap)
    vertical = sparse.diags([-np.ones(nz-1), 2*np.ones(nz), -np.ones(nz-1)],
                            [-1, 0, 1]).tolil()
    vertical[0, 0] = 1 + eps_ratio * h / t_ox
    volume = np.ones(nz)
    volume[0] = 0.5
    matrix = h * (sparse.kron(sparse.diags(volume), lateral)
                  + sparse.kron(vertical, sparse.eye(nx*nx)))
    solver = splu(matrix.tocsc())
    gate = np.zeros(nz*nx*nx)
    gate[:nx*nx] = eps_ratio * h**2 / t_ox
    gate_response = solver.solve(gate)[:nx*nx].mean()
    box_step = charge_len * t_ox / (eps_ratio * (nx*h)**2)
    worst = 0.0
    for layer in (0, 2, 5, 8):
        source = np.zeros(nz*nx*nx)
        source[layer*nx*nx + 2*nx + 1] = -charge_len
        shift = -solver.solve(source)[:nx*nx].mean() / gate_response
        worst = max(worst, abs(shift/box_step - (1 - layer/nz)))
    return worst


kernel_error = point_charge_error()
assert kernel_error < 1e-9

# --- Cumulants from an explicit sum over the Poisson number of dopants ---
m1, m2, m3 = [quad(lambda u: (1-u)**p, 0, 1)[0] for p in (1, 2, 3)]
k = np.arange(0, int(mean_n + 25*np.sqrt(mean_n)))
prob = poisson.pmf(k, mean_n)
raw1 = np.sum(prob * k * m1)
raw2 = np.sum(prob * (k*m2 + k*(k-1)*m1**2))
raw3 = np.sum(prob * (k*m3 + 3*k*(k-1)*m2*m1 + k*(k-1)*(k-2)*m1**3))
var_sum = raw2 - raw1**2
third_sum = raw3 - 3*raw1*raw2 + 2*raw1**3
skew_sum = third_sum / var_sum**1.5
assert abs(v_step*np.sqrt(var_sum)/sigma - 1) < 1e-8
assert abs(skew_sum/skew_fixed - 1) < 1e-7

# --- Random positions: fixed edge, and edge set by the first moment ---
fixed, moving = [], []
columns = int(mean_n + 10*np.sqrt(mean_n))
for _ in range(20):
    u = np.cumsum(rng.exponential(1/mean_n, (15000, columns)), axis=1)
    fixed.append(np.sum(np.maximum(1-u, 0), axis=1))
    moment = np.cumsum(u, axis=1)
    assert moment[:, -1].min() > mean_n/2
    last = np.argmax(moment >= mean_n/2, axis=1)
    row = np.arange(len(u))
    before = moment[row, last] - u[row, last]
    moving.append(last + (mean_n/2 - before)/u[row, last])
fixed, moving = np.concatenate(fixed), np.concatenate(moving)
mc_error = np.sqrt(6/len(fixed))
mc_fixed, mc_moving = skewness(fixed), skewness(moving)
assert abs(mc_fixed - skew_fixed) < 5*mc_error
# extra allowance: the moving-edge law is the leading term in 1/sqrt(N)
assert abs(mc_moving - skew_moving) < 5*mc_error + 0.05*skew_moving
assert abs(moving.var()/(mean_n/3) - 1) < 0.03
scaled = (fixed - fixed.mean())/fixed.std()
tail_high, tail_low = np.mean(scaled > 3), np.mean(scaled < -3)


# --- Mobile holes: Poisson-Boltzmann threshold functional to second order ---
def surface_field(dope, hole_ref, vt, h, start):
    phi = start.copy()
    for _ in range(400):
        hole = hole_ref*np.exp(-phi/vt)
        residual = ((phi[:-2] - 2*phi[1:-1] + phi[2:])/h**2
                    - charge_len*(dope - hole)[1:-1])
        band = np.full((3, len(phi)-2), 1/h**2)
        band[1] = -2/h**2 - charge_len*hole[1:-1]/vt
        step = solve_banded((1, 1), band, -residual)
        phi[1:-1] += step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson-Boltzmann iteration did not converge")
    field = (phi[0]-phi[1])/(h*charge_len) + h*dope[0]/2
    return field, phi, band


def hole_statistics(dope, hole_ref, vt, h, start):
    f0, phi, band = surface_field(dope, hole_ref, vt, h, start)
    unit = np.zeros(len(phi)-2)
    unit[0] = 1
    kernel = np.r_[1.0, -solve_banded((1, 1), band, unit)/h**2, 0.0]
    t = 0.05
    up = surface_field(dope*(1+t*kernel), hole_ref, vt, h, phi)[0]
    down = surface_field(dope*(1-t*kernel), hole_ref, vt, h, phi)[0]
    second = (up - 2*f0 + down)/t**2
    c2 = np.trapezoid(dope*kernel**2, dx=h) if hasattr(np, "trapezoid") \
        else np.trapz(dope*kernel**2, dx=h)
    c3 = np.trapezoid(dope*kernel**3, dx=h) if hasattr(np, "trapezoid") \
        else np.trapz(dope*kernel**3, dx=h)
    spread = charge_len*t_ox/eps_ratio*np.sqrt(c2/area)
    return spread, (c3 + 3*second)/c2**1.5/np.sqrt(area)


natural_depth = np.sqrt(2*psi/(charge_len*doping))


def bulk_case(vt, h=0.05):
    x = np.arange(0, 2*natural_depth, h)
    start = psi*np.maximum(1 - x/natural_depth, 0)**2
    return hole_statistics(np.full(len(x), doping), doping, vt, h, start)


def plane_case(vt, h=0.05):
    edge = int(round(depth/h))
    x = h*np.arange(edge + int(round(8/h)) + 1)
    dope = np.where(x < depth, doping, plane_doping)
    dope[edge] = (doping + plane_doping)/2
    start = psi*(1-x/depth) - charge_len*doping/2*x*(depth-x)
    start[edge:] = 0
    return hole_statistics(dope, plane_doping, vt, h, start)


bulk_n = doping*area*natural_depth
bulk_campbell = 3*np.sqrt(3)/(4*np.sqrt(bulk_n))
cold_ratio = bulk_case(0.002)[1]/bulk_campbell
assert abs(cold_ratio - 2/3) < 0.03
bulk_ratio = bulk_case(v_th)[1]/bulk_campbell
plane_sigma, plane_skew = plane_case(v_th)
fine_sigma, fine_skew = plane_case(v_th, 0.025)
assert abs(fine_skew/plane_skew - 1) < 0.02
hot_sigma, hot_skew = plane_case(v_th*400/temp)

# --- Inversion charge held at a distance below the interface ---
centroid = 1.0


def displaced(x):
    if x < centroid:
        return t_ox + eps_ratio*x
    return (t_ox + eps_ratio*centroid)*(depth-x)/(depth-centroid)


q2, q3 = [quad(lambda x: displaced(x)**p, 0, centroid)[0]
          + quad(lambda x: displaced(x)**p, centroid, depth)[0]
          for p in (2, 3)]
quantum_skew = q3/q2**1.5/np.sqrt(doping*area)
quantum_sigma = charge_len/(eps_ratio*area)*np.sqrt(doping*area*q2)

# --- Decay length of source/drain disturbance between gate and plane ---
decay_k = brentq(lambda q: 1/np.tan(q*depth) + eps_ratio/np.tan(q*t_ox),
                 np.pi/(2*depth), np.pi/depth*(1-1e-9))
decay_length = 1/decay_k
body_factor = 1 + t_ox/(eps_ratio*depth)


# --- Uneven surface potential: threshold from area-mean inversion charge ---
def uneven_surface(nx, ny, batches, layers=8):
    kx = 2*np.pi*np.fft.fftfreq(nx, length/nx)
    ky = 2*np.pi*np.fft.fftfreq(ny, width/ny)
    q = np.hypot(kx[:, None], ky[None, :])
    q[0, 0] = 1.0
    x = (np.arange(layers)+0.5)*depth/layers
    green = (-charge_len*np.sinh(q*(depth-x[:, None, None]))/np.sinh(q*depth)
             / (q/np.tanh(q*depth) + eps_ratio*q/np.tanh(q*t_ox)))
    green[:, 0, 0] = 0
    cell = area/(nx*ny)
    mean_v, charge_v, square = [], [], []
    for _ in range(batches):
        count = rng.poisson(mean_n/(nx*ny*layers), (2000, layers, nx, ny))
        modes = np.sum(np.fft.fft2(count)*green, axis=1)
        ripple = np.fft.ifft2(modes).real/cell
        base = v_step*(count.sum(axis=(2, 3)) @ (1-x/depth))
        gain = np.log(np.mean(np.exp(ripple/v_th), axis=(1, 2)))
        mean_v.append(base)
        charge_v.append(base - body_factor*v_th*gain)
        square.append(np.mean(ripple**2))
    a, b = np.concatenate(mean_v), np.concatenate(charge_v)
    return skewness(a), skewness(b), b.std(), np.sqrt(np.mean(square)), len(a)


fine_cell = uneven_surface(16, 8, 20)
coarse_cell = uneven_surface(8, 4, 20)
uneven_error = np.sqrt(6/fine_cell[4])
assert abs(fine_cell[0] - skew_fixed) < 5*uneven_error
assert abs(coarse_cell[0] - skew_fixed) < 5*uneven_error

field_mean = psi/depth + charge_len*doping*depth/2
field_plane = psi/depth - charge_len*doping*depth/2
assert field_plane > 0

print(f"Channel length, width: {length:.0f}, {width:.0f} nm")
print(f"Layer depth: {depth:.0f} nm; equivalent oxide: {t_ox:.1f} nm")
print(f"Relative permittivity Si, oxide: {eps_si}, {eps_ox}")
print(f"Layer doping: {doping*1e21:.1e} cm^-3")
print(f"Threshold surface potential: {psi:.2f} V; temperature {temp:.0f} K")
print(f"Mean dopant number N: {mean_n:.2f}")
print(f"Voltage step of a surface dopant: {v_step*1e3:.3f} mV")
print(f"Threshold standard deviation: {sigma*1e3:.2f} mV")
print(f"Third cumulant: {mean_n*v_step**3/4*1e9:.1f} mV^3")
print(f"Skewness, fixed edge, formula: {skew_fixed:.4f}")
print(f"Skewness, explicit Poisson sum: {skew_sum:.4f}")
print(f"Largest 3D kernel error: {kernel_error:.1e}")
print(f"Random-position samples: {len(fixed)}")
print(f"Skewness, random positions, fixed edge: {mc_fixed:.4f}")
print(f"Skewness, moving edge, formula: {skew_moving:.4f}")
print(f"Skewness, random positions, moving edge: {mc_moving:.4f}")
print(f"Approximate standard error of both: {mc_error:.4f}")
print(f"Variance ratio, moving edge to N/3: {moving.var()/(mean_n/3):.4f}")
print(f"Fraction above mean + 3 sigma: {tail_high:.5f}")
print(f"Fraction below mean - 3 sigma: {tail_low:.5f}")
print(f"Gaussian fraction in one such tail: {norm.sf(3):.5f}")
print(f"Natural depletion depth without plane: {natural_depth:.2f} nm")
print(f"Bulk skewness / fixed-edge law, cold limit: {cold_ratio:.4f}")
print(f"Bulk skewness / fixed-edge law, 300 K: {bulk_ratio:.4f}")
print(f"Ground-plane doping: {plane_doping*1e21:.1e} cm^-3")
print(f"With real plane, 300 K: sigma {fine_sigma*1e3:.2f} mV")
print(f"With real plane, 300 K: skewness {fine_skew:.4f}")
print(f"Skewness shift on halving mesh: {fine_skew-plane_skew:.1e}")
print(f"Sigma shift on halving mesh: {(fine_sigma-plane_sigma)*1e3:.1e} mV")
print(f"With real plane, 400 K: sigma {hot_sigma*1e3:.2f} mV")
print(f"With real plane, 400 K: skewness {hot_skew:.4f}")
print(f"Inversion-charge displacement: {centroid:.1f} nm")
print(f"With displacement: sigma {quantum_sigma*1e3:.2f} mV")
print(f"With displacement: skewness {quantum_skew:.4f}")
print(f"Source/drain decay length: {decay_length:.2f} nm")
print(f"Two decay lengths / channel length: {2*decay_length/length:.3f}")
print(f"Mean surface field in silicon: {field_mean*10:.3f} MV/cm")
print(f"Mean field at ground plane: {field_plane*10:.3f} MV/cm")
print(f"Mean oxide field: {field_mean/eps_ratio*10:.2f} MV/cm")
print(f"Thermal voltage: {v_th*1e3:.2f} mV; body factor {body_factor:.3f}")
for size, data in ((length/16, fine_cell), (length/8, coarse_cell)):
    print(f"Lateral cell {size:.2f} nm: potential rms {data[3]*1e3:.1f} mV")
    print(f"  skewness, mean-potential threshold: {data[0]:.3f}")
    print(f"  skewness, mean-charge threshold: {data[1]:.3f}")
    print(f"  sigma, mean-charge threshold: {data[2]*1e3:.2f} mV")
print(f"Lateral-cell samples: {fine_cell[4]}; skew error {uneven_error:.3f}")
print("OK")
```

Running it gives:

```
Channel length, width: 60, 30 nm
Layer depth: 15 nm; equivalent oxide: 1.2 nm
Relative permittivity Si, oxide: 11.7, 3.9
Layer doping: 2.0e+18 cm^-3
Threshold surface potential: 1.00 V; temperature 300 K
Mean dopant number N: 54.00
Voltage step of a surface dopant: 3.093 mV
Threshold standard deviation: 13.12 mV
Third cumulant: 399.5 mV^3
Skewness, fixed edge, formula: 0.1768
Skewness, explicit Poisson sum: 0.1768
Largest 3D kernel error: 6.7e-16
Random-position samples: 300000
Skewness, random positions, fixed edge: 0.1814
Skewness, moving edge, formula: 0.1179
Skewness, random positions, moving edge: 0.1220
Approximate standard error of both: 0.0045
Variance ratio, moving edge to N/3: 0.9960
Fraction above mean + 3 sigma: 0.00269
Fraction below mean - 3 sigma: 0.00048
Gaussian fraction in one such tail: 0.00135
Natural depletion depth without plane: 25.43 nm
Bulk skewness / fixed-edge law, cold limit: 0.6670
Bulk skewness / fixed-edge law, 300 K: 0.6720
Ground-plane doping: 5.0e+19 cm^-3
With real plane, 300 K: sigma 13.24 mV
With real plane, 300 K: skewness 0.1691
Skewness shift on halving mesh: 2.9e-07
Sigma shift on halving mesh: -2.1e-05 mV
With real plane, 400 K: sigma 13.16 mV
With real plane, 400 K: skewness 0.1689
Inversion-charge displacement: 1.0 nm
With displacement: sigma 17.53 mV
With displacement: skewness 0.1740
Source/drain decay length: 5.81 nm
Two decay lengths / channel length: 0.194
Mean surface field in silicon: 0.899 MV/cm
Mean field at ground plane: 0.435 MV/cm
Mean oxide field: 2.70 MV/cm
Thermal voltage: 25.85 mV; body factor 1.240
Lateral cell 3.75 nm: potential rms 24.5 mV
  skewness, mean-potential threshold: 0.175
  skewness, mean-charge threshold: 0.189
  sigma, mean-charge threshold: 11.49 mV
Lateral cell 7.50 nm: potential rms 21.4 mV
  skewness, mean-potential threshold: 0.186
  skewness, mean-charge threshold: 0.210
  sigma, mean-charge threshold: 11.73 mV
Lateral-cell samples: 40000; skew error 0.012
OK
```
